# Frequency-box errors in the Bethe-Salpeter equation and their cure: verification in Python

```python
# RESULT UNDER TEST (static response, half-filled Hubbard model, k_B = 1)
#   A Bethe-Salpeter equation cut to N positive and N negative fermionic
#   frequencies has the error -(1 + 2 w chi)/(2 pi^2 T N).  The vertex tail
#   F(nu, nu' -> infinity) = w lam(nu) reduces it to order 1/N^3, and so does
#   the dual form  chi_q = chi_loc + lam (1 - D F)^(-1) D lam.
# SYMBOLS
#   X: local two-particle matrix; X0 = -T g^2: local bubble; g: atomic propagator
#   F: full local vertex, X = X0 + X0 F X0; Gamma = 1/X0 - 1/X: irreducible vertex
#   D: lattice bubble minus local bubble; lam: complete three-leg vertex
#   s = +1 charge, -1 spin; w = -s U: bare vertex; u = U/2
#   chi = d<n_up>/dh with field h on up and s*h on down; energies in hopping t
from itertools import permutations
import numpy as np
from scipy.linalg import expm

CHARGE, SPIN = 1, -1
NAMES = {CHARGE: "charge", SPIN: "spin"}


def annihilators(modes):
    a = np.array([[0.0, 1.0], [0.0, 0.0]])
    z = np.diag([1.0, -1.0])
    ops = []
    for j in range(modes):
        m = np.eye(1)
        for i in range(modes):
            m = np.kron(m, z if i < j else a if i == j else np.eye(2))
        ops.append(m)
    return ops


def frequencies(T, N):
    return np.pi * T * (2 * np.arange(-N, N) + 1)


def local_matrix(T, U, N, s):
    """Closed form of X for the half-filled atom, and the bubble X0."""
    b, u, nu = 1 / T, U / 2, frequencies(T, N)
    th = np.tanh(b * u / 2)
    d = -(nu**2 + u**2)
    dd = np.outer(d, d)
    eye = np.eye(2 * N)
    flip = eye[::-1]
    same = b**2 * u**2 / dd - np.diag(b**2 * (u**2 - nu**2) / d**2)
    inv_sum = 1 / d[:, None] + 1 / d[None, :]
    opposite = -b * U * (1 + 2 * u**2 * inv_sum + b * th * u / 2) / dd
    static = (1 - th) * flip - (1 + th) * eye
    opposite = opposite + b**2 * U * u / 2 * static / d[:, None]**2
    return (same + s * opposite) / b**3, T * nu**2 / d**2


def vertex(X, X0):
    return (X - np.diag(X0)) / np.outer(X0, X0)


def three_leg(T, U, N, s):
    """Complete lam from the static field response of g."""
    b, u, nu = 1 / T, U / 2, frequencies(T, N)
    d = -(nu**2 + u**2)
    th = np.tanh(b * u / 2)
    dg = (nu**2 - u**2) / d**2 + b * u * (s - th) / (2 * d)
    return dg * d**2 / nu**2


def chi_local(T, U, s):
    f = 1 / (1 + np.exp(U / (2 * T)))
    return (f if s == CHARGE else 1 - f) / (2 * T)


def bubble_tail(T, U, N):
    u = U / 2
    th = np.tanh(u / (2 * T))
    nu = frequencies(T, N)
    total = th / (4 * u) + (1 - th**2) / (8 * T)
    return total - np.sum(T * nu**2 / (nu**2 + u**2)**2)


def bubble_difference(T, U, N, hop2):
    nu = frequencies(T, N)
    g = -1j * nu / (nu**2 + (U / 2)**2)
    return -T * hop2 * (g**4).real


def standard_bse(T, U, N, s, hop2):
    X, X0 = local_matrix(T, U, N, s)
    gamma = np.diag(1 / X0) - np.linalg.inv(X)
    X0q = X0 + bubble_difference(T, U, N, hop2)
    return np.linalg.inv(np.diag(1 / X0q) - gamma).sum()


def dual_bse(T, U, N, s, hop2, boxed=False):
    X, X0 = local_matrix(T, U, N, s)
    F = vertex(X, X0)
    D = bubble_difference(T, U, N, hop2)
    if boxed:
        lam, chi = 1 + F @ X0, X.sum()
    else:
        lam, chi = three_leg(T, U, N, s), chi_local(T, U, s)
    return chi + lam @ np.linalg.solve(np.eye(2 * N) - D[:, None] * F, D * lam)


def tail_corrected(raw, T, U, N, s):
    tail = bubble_tail(T, U, N)
    x = 1 + s * U * tail
    return raw / x**2 + tail / x


def atomic_green(T, U, nu, h_up=0.0, h_dn=0.0):
    """Up-spin propagator by an explicit sum over eigenstates."""
    c = annihilators(2)
    n = [np.diag(a.T @ a) for a in c]
    E = U * (n[0] - 0.5) * (n[1] - 0.5) - h_up * n[0] - h_dn * n[1]
    p = np.exp(-(E - E.min()) / T)
    p /= p.sum()
    weight = c[0]**2 * (p[:, None] + p[None, :])
    return np.sum(weight / (1j * nu + E[:, None] - E[None, :]))


def four_point(T, U, nu, nup, same_spin):
    """Connected correlator from ordered time integrals (block exponentials)."""
    b, c = 1 / T, annihilators(2)
    n = [a.T @ a for a in c]
    H = U * (n[0] - np.eye(4) / 2) @ (n[1] - np.eye(4) / 2)
    x = c[0] if same_spin else c[1]
    ops = [(c[0], 1j * nu), (c[0].T, -1j * nu), (x, 1j * nup)]
    total = 0
    for order in permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(order)])
        M = np.zeros((16, 16), complex)
        phase = 0
        M[:4, :4] = -H
        for j, k in enumerate(order):
            r = slice(4 * j, 4 * j + 4)
            q = slice(4 * j + 4, 4 * j + 8)
            phase = phase + ops[k][1]
            M[r, q] = ops[k][0]
            M[q, q] = -H + phase * np.eye(4)
        total += sign * np.trace(expm(b * M)[:4, 12:] @ x.T)
    total *= b / np.trace(expm(-b * H))
    gg = atomic_green(T, U, nu) * atomic_green(T, U, nup)
    return (total - b**2 * gg) / b**3


def dimer_response(T, U, hop, s, h=1e-3):
    """Exact d<n_1up>/dh for a field on site 2 of a Hubbard dimer."""
    c = annihilators(4)  # 1up, 1down, 2up, 2down
    n = [a.T @ a for a in c]
    one = np.eye(16)
    H = U * (n[0] - one / 2) @ (n[1] - one / 2)
    H = H + U * (n[2] - one / 2) @ (n[3] - one / 2)
    for i, j in ((0, 2), (1, 3)):
        H = H - hop * (c[i].T @ c[j] + c[j].T @ c[i])
    values = []
    for field in (h, -h):
        E, V = np.linalg.eigh(H - field * (n[2] + s * n[3]))
        p = np.exp(-(E - E.min()) / T)
        values.append(p @ np.diag(V.T @ n[0] @ V) / p.sum())
    return (values[0] - values[1]) / (2 * h)


# ---------------------------------------------------------------- inputs
U, T = 8.0, 1.0
k = 2 * np.pi * np.arange(8) / 8
kx, ky = np.meshgrid(k, k)
band = -2 * (np.cos(kx) + np.cos(ky))
shifted = -2 * (np.cos(kx + np.pi) + np.cos(ky + np.pi))
hop2 = np.mean(band * shifted)
print(f"interaction U = {U:.1f} t, temperature T = {T:.1f} t")
print(f"k average of eps_k eps_(k+Q), Q=(pi,pi) = {hop2:.4f} t^2")

# ---------------------------------------------------------------- local input
worst = 0.0
nu4 = frequencies(T, 4)
for s in (CHARGE, SPIN):
    X, X0 = local_matrix(T, U, 4, s)
    for i, j in ((4, 4), (4, 3), (4, 5), (6, 3)):
        ref = four_point(T, U, nu4[i], nu4[j], True)
        ref = ref + s * four_point(T, U, nu4[i], nu4[j], False)
        worst = max(worst, abs(ref - X[i, j]))
    h = 1e-4
    for i in (4, 6):
        dg = (atomic_green(T, U, nu4[i], h, s * h)
              - atomic_green(T, U, nu4[i], -h, -s * h)) / (2 * h)
        assert abs(T * dg / X0[i] - three_leg(T, U, 4, s)[i]) < 1e-5
assert worst < 1e-9
print(f"largest deviation of closed-form X from time integrals = {worst:.1e} 1/t")

for s in (CHARGE, SPIN):
    hop = 0.02
    exact = dimer_response(T, U, hop, s) / hop**2
    lam = three_leg(T, U, 400, s)
    ladder = np.sum(lam**2 * bubble_difference(T, U, 400, 1.0))
    assert abs(exact / ladder - 1) < 5e-3
    print(f"dimer {NAMES[s]} response/hop^2: exact {exact:.6f}, "
          f"dual {ladder:.6f} t^-3")

# the tail of the bubble and of the vertex
big = 100000
assert abs(bubble_tail(T, U, big) * 2 * np.pi**2 * T * big - 1) < 1e-4
for s in (CHARGE, SPIN):
    X, X0 = local_matrix(T, U, 400, s)
    F = vertex(X, X0)
    lam = three_leg(T, U, 400, s)
    ratio = F[400:404, -1] / (-s * U * lam[400:404])
    assert np.max(np.abs(ratio - 1)) < 1e-3
    print(f"{NAMES[s]} lam at nu = pi T, 3 pi T: {lam[400]:.5f}, {lam[401]:.5f}")
    print(f"{NAMES[s]} F(pi T, {frequencies(T, 400)[-1]:.1f} t)/(w lam) = "
          f"{ratio[0]:.7f}")

# ---------------------------------------------------------------- convergence
sizes = (8, 16, 32, 64, 128, 256)
reference, raw_spin = {}, {}
for s in (CHARGE, SPIN):
    ref = dual_bse(T, U, 800, s, hop2)
    reference[s] = ref
    raw = {N: standard_bse(T, U, N, s, hop2) for N in sizes}
    if s == SPIN:
        raw_spin = raw
    first = [2 * raw[128] - raw[64], 2 * raw[256] - raw[128]]
    richardson = (4 * first[1] - first[0]) / 3
    assert abs(richardson - ref) < 1e-5
    print(f"{NAMES[s]} chi_loc = {chi_local(T, U, s):.8f} 1/t")
    print(f"{NAMES[s]} chi_Q = {ref:.8f}, Richardson {richardson:.8f} 1/t")
    law = -(1 - 2 * s * U * ref) / (2 * np.pi**2 * T)
    measured = 256 * (raw[256] - ref)
    assert abs(measured / law - 1) < 0.02
    print(f"{NAMES[s]} N*error: law {law:.6f}, N=256 {measured:.6f} 1/t")
    errors = {}
    for N in sizes:
        errors[N] = np.array([raw[N], tail_corrected(raw[N], T, U, N, s),
                              dual_bse(T, U, N, s, hop2)]) - ref
        if N < 256:
            e = errors[N]
            print(f"{NAMES[s]} N={N}: errors standard {e[0]:.3e}, "
                  f"tail {e[1]:.3e}, dual {e[2]:.3e} 1/t")
    order = np.log2(np.abs(errors[64] / errors[128]))
    assert abs(order[0] - 1) < 0.05
    assert np.all(np.abs(order[1:] - 3) < 0.2)
    print(f"{NAMES[s]} orders from N=64,128: standard {order[0]:.3f}, "
          f"tail {order[1]:.3f}, dual {order[2]:.3f}")

# the dual form with boxed sums is the truncated standard equation
for s in (CHARGE, SPIN):
    for N in (8, 16, 32):
        gap = (dual_bse(T, U, N, s, hop2, boxed=True)
               - standard_bse(T, U, N, s, hop2))
        assert abs(gap) < 1e-9

N = 16
tail = bubble_tail(T, U, N)
print(f"spin N=16: bubble tail t_N = {tail:.8f} 1/t, w t_N = {U * tail:.8f}")
print(f"spin N=16: standard chi_Q = {raw_spin[N]:.8f} 1/t")
print(f"spin N=16: dual, boxed sums = "
      f"{dual_bse(T, U, N, SPIN, hop2, boxed=True):.8f} 1/t")
print(f"spin N=16: tail-corrected = "
      f"{tail_corrected(raw_spin[N], T, U, N, SPIN):.8f} 1/t")
print(f"spin N=16: dual, complete sums = "
      f"{dual_bse(T, U, N, SPIN, hop2):.8f} 1/t")

X, X0 = local_matrix(T, U, 64, SPIN)
root = np.sqrt(bubble_difference(T, U, 64, hop2))
leading = np.linalg.eigvalsh(root[:, None] * vertex(X, X0) * root)[-1]
assert leading < 1
print(f"spin: largest eigenvalue of D F at Q = {leading:.6f}")

# ---------------------------------------------------------------- divergence
T_star = np.sqrt(3) * U / (2 * np.pi)


def vertices(temp, N=16):
    X, X0 = local_matrix(temp, U, N, CHARGE)
    F = vertex(X, X0)
    D = bubble_difference(temp, U, N, hop2)
    F_lattice = np.linalg.solve(np.eye(2 * N) - F * D[None, :], F)
    return X, X0, F, F_lattice


peaks = []
for delta in (1e-3, 1e-5):
    X, X0, _, _ = vertices(T_star * (1 + delta))
    gamma = np.diag(1 / X0) - np.linalg.inv(X)
    peaks.append(np.max(np.abs(gamma)))
    print(f"charge: max|Gamma| at T*(1+{delta:.0e}) = {peaks[-1]:.4e} t")
assert abs(peaks[1] / peaks[0] / 100 - 1) < 0.02
X, _, F, F_lattice = vertices(T_star)
eig = np.abs(np.linalg.eigvalsh(X))
assert eig.min() / eig.max() < 1e-12
above, below = vertices(T_star * (1 + 1e-5))[3], vertices(T_star * (1 - 1e-5))[3]
jump = np.max(np.abs(above - below)) / np.max(np.abs(F_lattice))
assert jump < 1e-3
print(f"charge: divergence temperature T* = {T_star:.6f} t")
print(f"charge at T*: smallest/largest |eigenvalue| of X = "
      f"{eig.min() / eig.max():.1e}")
print(f"charge at T*: max|F| = {np.max(np.abs(F)):.4f} t, "
      f"max|F_Q| = {np.max(np.abs(F_lattice)):.4f} t")
print(f"charge: relative change of F_Q across T*(1 -+ 1e-5) = {jump:.1e}")
print(f"charge at T*: dual chi_Q (N=16) = "
      f"{dual_bse(T_star, U, 16, CHARGE, hop2):.8f} 1/t")
print("every check passed")
```

Printed output:

```
interaction U = 8.0 t, temperature T = 1.0 t
k average of eps_k eps_(k+Q), Q=(pi,pi) = -4.0000 t^2
largest deviation of closed-form X from time integrals = 3.3e-17 1/t
dimer charge response/hop^2: exact -0.000386, dual -0.000386 t^-3
dimer spin response/hop^2: exact -0.045614, dual -0.045615 t^-3
charge lam at nu = pi T, 3 pi T: -0.80972, 0.73497
charge F(pi T, 2510.1 t)/(w lam) = 1.0000190
spin lam at nu = pi T, 3 pi T: 9.67484, 5.45548
spin F(pi T, 2510.1 t)/(w lam) = 1.0000012
charge chi_loc = 0.00899310 1/t
charge chi_Q = 0.01037961, Richardson 0.01037961 1/t
charge N*error: law -0.042247, N=256 -0.042321 1/t
charge N=8: errors standard -5.553e-03, tail -9.440e-06, dual -2.722e-06 1/t
charge N=16: errors standard -2.712e-03, tail -1.330e-06, dual -3.484e-07 1/t
charge N=32: errors standard -1.338e-03, tail -1.757e-07, dual -4.381e-08 1/t
charge N=64: errors standard -6.647e-04, tail -2.256e-08, dual -5.482e-09 1/t
charge N=128: errors standard -3.312e-04, tail -2.855e-09, dual -6.831e-10 1/t
charge orders from N=64,128: standard 1.005, tail 2.982, dual 3.005
spin chi_loc = 0.49100690 1/t
spin chi_Q = 0.77112761, Richardson 0.77112766 1/t
spin N*error: law -0.675713, N=256 -0.675137 1/t
spin N=8: errors standard -8.197e-02, tail -2.654e-04, dual -1.686e-04 1/t
spin N=16: errors standard -4.163e-02, tail -3.334e-05, dual -2.137e-05 1/t
spin N=32: errors standard -2.097e-02, tail -4.164e-06, dual -2.680e-06 1/t
spin N=64: errors standard -1.052e-02, tail -5.198e-07, dual -3.352e-07 1/t
spin N=128: errors standard -5.270e-03, tail -6.477e-08, dual -4.176e-08 1/t
spin orders from N=64,128: standard 0.997, tail 3.004, dual 3.005
spin N=16: bubble tail t_N = 0.00316193 1/t, w t_N = 0.02529542
spin N=16: standard chi_Q = 0.72949542 1/t
spin N=16: dual, boxed sums = 0.72949542 1/t
spin N=16: tail-corrected = 0.77109427 1/t
spin N=16: dual, complete sums = 0.77110624 1/t
spin: largest eigenvalue of D F at Q = 0.349292
charge: max|Gamma| at T*(1+1e-03) = 9.7019e+03 t
charge: max|Gamma| at T*(1+1e-05) = 9.6739e+05 t
charge: divergence temperature T* = 2.205316 t
charge at T*: smallest/largest |eigenvalue| of X = 6.0e-16
charge at T*: max|F| = 31.4622 t, max|F_Q| = 30.2500 t
charge: relative change of F_Q across T*(1 -+ 1e-5) = 3.1e-05
charge at T*: dual chi_Q (N=16) = 0.03208375 1/t
every check passed
```
